# Comment on Adding Inverse Mobilities When Scattering Depends on Energy: verification in Python

```python
"""Matthiessen's rule for energy-dependent scattering.

Result under test: if rates 1/tau_i(E) add at each energy in one isotropic
band, mobility = q<tau>/m never exceeds 1/sum(1/mobility_i), where
mobility_i = q<tau_i>/m. The average <> has weight E^(3/2)(-df0/dE).
x = E/kT; lattice time = a x^(-1/2); impurity time = b x^(3/2);
X^2 = a/b = 6 mobility_lattice/mobility_impurity for Maxwell statistics.
'Overestimate' means Matthiessen mobility divided by true mobility.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import sici, gamma

q, kB, hbar, h = const.e, const.k, const.hbar, const.h
m0, eps0 = const.m_e, const.epsilon_0
rng = np.random.default_rng(12)

# Energy quadrature in y = sqrt(x)
nodes, node_weights = np.polynomial.legendre.leggauss(800)
y = 3.75 * (nodes + 1)
dy = 3.75 * node_weights
x = y**2
maxwell = 2 * y**4 * np.exp(-x) * dy


def average(values, weight=maxwell):
    return np.sum(weight * values) / np.sum(weight)


def overestimate(times, weight=maxwell):
    separate = 1 / sum(1 / average(t, weight) for t in times)
    return separate / average(1 / sum(1 / t for t in times), weight)


def true_over_lattice(ratio):
    """Closed form; ratio = lattice mobility / impurity mobility."""
    X = np.sqrt(6 * ratio)
    Si, Ci = sici(X)
    return 1 + X**2 * (Ci * np.cos(X) + np.sin(X) * (Si - np.pi / 2))


def closed_overestimate(ratio):
    return 1 / (1 + ratio) / true_over_lattice(ratio)


# Inputs: rough values for an n-type silicon modulator slab
T = 300.0
density = 1e23
thickness = 90e-9
mu_L, mu_I = 0.14, 0.40
m_long, m_trans = 0.92, 0.19
m_cond = 3 / (1 / m_long + 2 / m_trans)
m_valley = (m_long * m_trans**2)**(1 / 3)
permittivity = 11.7 * eps0
kT = kB * T

# Main example
a = mu_L * m_cond * m0 / q * gamma(2.5) / gamma(2)
b = mu_I * m_cond * m0 / q * gamma(2.5) / gamma(4)
tau_L, tau_I = a * x**-0.5, b * x**1.5
tau = 1 / (1 / tau_L + 1 / tau_I)
to_mobility = q / (m_cond * m0)
mu_true = to_mobility * average(tau)
mu_M = 1 / (1 / mu_L + 1 / mu_I)
main_ratio = mu_M / mu_true
mu_I_false = 1 / (1 / mu_true - 1 / mu_L)
X2 = a / b
assert abs(to_mobility * average(tau_L) / mu_L - 1) < 1e-8
assert abs(to_mobility * average(tau_I) / mu_I - 1) < 1e-8
assert abs(X2 / (6 * mu_L / mu_I) - 1) < 1e-12
assert abs(mu_true / (mu_L * true_over_lattice(mu_L / mu_I)) - 1) < 1e-7

# Competing random collisions: velocity correlation ends at first collision
velocity = rng.standard_normal((2000000, 3))
x_mc = np.sum(velocity**2, axis=1) / 2
time_L = rng.exponential(size=x_mc.size) * a * x_mc**-0.5
time_I = rng.exponential(size=x_mc.size) * b * x_mc**1.5
mu_mc = to_mobility * np.mean(velocity[:, 0]**2
                             * np.minimum(time_L, time_I))
assert abs(mu_mc / mu_true - 1) < 0.01  # sampling error

# Exact error formula and inequality for arbitrary three-mechanism cases
for trial in range(100):
    times = [np.exp(rng.normal()) * x**rng.uniform(-0.8, 1.8)
             * (1 + rng.uniform(0, 2) * np.sin(x)**2) for _ in range(3)]
    total = 1 / sum(1 / t for t in times)
    separate = 1 / sum(1 / average(t) for t in times)
    error = average(sum(t * (separate / average(t) - total / t)**2
                        for t in times))
    assert abs(separate - average(total) - error) < 1e-9 * separate
    assert separate > average(total)
assert abs(overestimate([x**0.7, 3 * x**0.7]) - 1) < 1e-12

# No universal ceiling: two equally weighted energy groups
for long_time in (10.0, 1000.0):
    first, second = np.array([long_time, 1.0]), np.array([1.0, long_time])
    two_group = overestimate([first, second], np.ones(2))
    assert abs(two_group / ((long_time + 1)**2 / (4 * long_time)) - 1) < 1e-12

# Closed form, weak-impurity law and largest error
table_ratios = [0.01, 0.1, 1.0, 10.0]
for r in table_ratios:
    numerical = overestimate([x**-0.5, x**1.5 / (6 * r)])
    assert abs(numerical / closed_overestimate(r) - 1) < 1e-6
small_X = 1e-3
loss = quad(lambda s: np.exp(2*s - np.exp(s)) / (np.exp(2*s) + small_X**2),
            -25, 5, limit=300)[0]
assert abs(loss - (np.log(1 / small_X) - np.euler_gamma)) < 0.003
peak = minimize_scalar(lambda s: -closed_overestimate(10**s),
                       bounds=(-3, 3), method="bounded")
peak_ratio, peak_error = 10**peak.x, -peak.fun
scan = [overestimate([x**-0.5, x**1.5 / (6 * r)])
        for r in np.logspace(-2, 2, 161)]
assert abs(max(scan) / peak_error - 1) < 1e-3
neutral_error = overestimate([x**-0.5 / average(x**-0.5), np.ones_like(x)])
assert 1 < neutral_error < closed_overestimate(1.0)

# General positive collision operators, including inelastic coupling
coarse, cw = np.polynomial.legendre.leggauss(40)
yc = 3 * (coarse + 1)
xc = yc**2
wc = yc**4 * np.exp(-xc) * cw
wc /= wc.sum()
p = np.sqrt(wc)
for trial in range(100):
    A, B = rng.normal(size=(2, 40, 40))
    C1 = A @ A.T / 40 + 0.1 * np.eye(40)
    C2 = B @ B.T / 40 + 0.1 * np.eye(40)
    inverse = [1 / (p @ np.linalg.solve(C, p)) for C in (C1, C2, C1 + C2)]
    assert inverse[2] >= (inverse[0] + inverse[1]) * (1 - 1e-9)

# Momentum-conserving electron-electron collisions: rigorous bracket
mu_floor = to_mobility / average(1 / tau)
rate_c = xc**0.5 + X2 * xc**-1.5
projector = np.eye(40) - np.outer(p, p)
for strength in (0.01, 1.0, 100.0):
    A = rng.normal(size=(40, 40))
    coupling = strength * projector @ A @ A.T @ projector
    middle = p @ np.linalg.solve(np.diag(rate_c) + coupling, p)
    assert 1 / np.sum(wc * rate_c) < middle < np.sum(wc / rate_c)

# Fermi statistics with unchanged microscopic rates
m_dos = 6**(2 / 3) * m_valley
Nc = 2 * (2 * np.pi * m_dos * m0 * kT / h**2)**1.5


def filling(eta):
    return 2 / np.sqrt(np.pi) * np.sum(2 * y**2 * dy / (1 + np.exp(x - eta)))


eta = brentq(lambda e: filling(e) - density / Nc, -15, 5)
fermi = 2 * y**4 * dy / (4 * np.cosh((x - eta) / 2)**2)
assert abs(fermi.sum() / (0.75 * np.sqrt(np.pi) * filling(eta)) - 1) < 1e-7
fermi_error = overestimate([tau_L, tau_I], fermi)

# Screened Coulomb scattering
screen_length = np.sqrt(permittivity * kT / (q**2 * density))


def screening_log(g):
    series = g**2 / 2 - 2 * g**3 / 3
    return np.where(g < 1e-3, series, np.log1p(g) - g / (1 + g))


g_unit = 8 * m_valley * m0 * kT * screen_length**2 / hbar**2
tau_screen = x**1.5 / screening_log(g_unit * x)
tau_screen *= average(tau_I) / average(tau_screen)
screen_error = overestimate([tau_L, tau_screen])

# Acoustic plus isotropic intervalley scattering at the same mobility
phonon_energy, coupling_ratio = 0.060, 2.0
x0 = phonon_energy * q / kT
occupation = 1 / np.expm1(x0)
phonon_rate = np.sqrt(x) + coupling_ratio * (
    occupation * np.sqrt(x + x0)
    + (occupation + 1) * np.sqrt(np.maximum(x - x0, 0)))
tau_phonon = 1 / phonon_rate
tau_phonon *= average(tau_L) / average(tau_phonon)
phonon_error = overestimate([tau_phonon, tau_I])


def directional_rates(mass_l, mass_t, beta):
    """Coulomb momentum-loss rates along and across a valley axis."""
    u, wu = np.polynomial.legendre.leggauss(32)
    s, ws = np.polynomial.legendre.leggauss(80)
    lo, hi = np.log(beta / 2), np.log(2 + beta / 2)
    shifted = np.exp(lo + (hi - lo) * (s + 1) / 2)
    c = 1 - (shifted - beta / 2)
    wc_angle = ws * (hi - lo) / 2 * shifted
    phi = 2 * np.pi * np.arange(64) / 64
    u3, c3, f3 = np.meshgrid(u, c, phi, indexing="ij")
    side, root = np.sqrt(1 - u3**2), np.sqrt(np.maximum(1 - c3**2, 0))
    dx = c3 * side + root * np.cos(f3) * u3 - side
    dyy = root * np.sin(f3)
    dz = c3 * u3 - root * np.cos(f3) * side - u3
    kernel = 1 / (mass_t * (dx**2 + dyy**2) + mass_l * dz**2 + beta)**2
    w3 = wu[:, None, None] / 2 * wc_angle[None, :, None] / 64
    return (1.5 * np.sum(w3 * kernel * dz**2),
            0.75 * np.sum(w3 * kernel * (dx**2 + dyy**2)))


beta = 4 / (3 * g_unit)
iso_rates = directional_rates(1, 1, beta)
expected_iso = float(screening_log(np.array(4 / beta))) / 4
assert max(abs(r / expected_iso - 1) for r in iso_rates) < 1e-4
rate_l, rate_t = directional_rates(m_long / m_valley,
                                   m_trans / m_valley, beta)
time_ratio = rate_t / rate_l
share_l = (1 / m_long) / (1 / m_long + 2 / m_trans)
mean_time = share_l * time_ratio + 1 - share_l
relative_l, relative_t = time_ratio / mean_time, 1 / mean_time
aniso_true = mu_L * (share_l * true_over_lattice(mu_L / mu_I / relative_l)
             + (1 - share_l) * true_over_lattice(mu_L / mu_I / relative_t))
aniso_error = mu_M / aniso_true
assert min(fermi_error, screen_error, phonon_error, aniso_error) > 1

# Diffuse film surfaces
uc = (np.polynomial.legendre.leggauss(80)[0] + 1) / 2
wu = np.polynomial.legendre.leggauss(80)[1] / 2


def film_factor(path_over_thickness):
    r = np.asarray(path_over_thickness)[..., None] * uc
    return np.sum(1.5 * wu * (1 - uc**2)
                  * (1 - r * (1 - np.exp(-1 / r))), axis=-1)


direct_film = dblquad(lambda z, u: 1.5 * (1 - u*u)
                      * (1 - np.exp(-z / (0.3 * u))), 0, 1, 0, 1)[0]
assert abs(film_factor(0.3) - direct_film) < 1e-5
path = np.sqrt(2 * x * kT / (m_cond * m0)) * tau
film = average(tau * film_factor(path / thickness)) / average(tau)
mean_path = average(path)

# Temperature laws, tested in physical energy
def thermal_mean(time, temperature):
    e = const.k * temperature / q
    top = quad(lambda E: time(E) * E**1.5 * np.exp(-E/e), 0, 50*e)[0]
    return top / quad(lambda E: E**1.5 * np.exp(-E/e), 0, 50*e)[0]


T_hot = 350.0
lattice_change = (thermal_mean(lambda E: 1 / (T_hot * np.sqrt(E)), T_hot)
                  / thermal_mean(lambda E: 1 / (T * np.sqrt(E)), T))
impurity_change = (thermal_mean(lambda E: E**1.5, T_hot)
                   / thermal_mean(lambda E: E**1.5, T))
assert abs(lattice_change / (T_hot / T)**-1.5 - 1) < 1e-5
assert abs(impurity_change / (T_hot / T)**1.5 - 1) < 1e-5
hot_L, hot_I = mu_L * lattice_change, mu_I * impurity_change
hot_true = hot_L * true_over_lattice(hot_L / hot_I)
hot_error = closed_overestimate(hot_L / hot_I)

# Other device estimates
field, energy_time = 1e5, 0.3e-12
heating = 2 * q * mu_true * field**2 * energy_time / (3 * kB)
donor_depth = 0.045
K = Nc / 2 * np.exp(-donor_depth * q / kT)
ionized = (-K + np.sqrt(K*K + 4*K*density)) / (2 * density)
trap_density = 1e15
trap_share = trap_density / (density * thickness)
sheet_true = 1 / (q * density * mu_true * thickness)
sheet_M = 1 / (q * density * mu_M * thickness)

cm = 1e4
print(f"Temperature: {T:.0f} K; kT: {kT/q*1000:.2f} meV")
print(f"Electron density: {density/1e6:.1e} cm^-3")
print(f"Slab thickness: {thickness*1e9:.0f} nm")
print(f"Masses long, trans: {m_long:.2f}, {m_trans:.2f} m0")
print(f"Conductivity, valley mass: {m_cond:.3f}, {m_valley:.3f} m0")
print(f"Lattice mobility: {mu_L*cm:.0f} cm2/Vs")
print(f"Impurity mobility: {mu_I*cm:.0f} cm2/Vs")
print(f"Times a, b at E=kT: {a*1e15:.1f}, {b*1e15:.1f} fs")
print(f"X^2, X: {X2:.3f}, {np.sqrt(X2):.3f} (no unit)")
print(f"Equal-rate energy: {np.sqrt(X2)*kT/q*1000:.1f} meV")
print(f"True mobility: {mu_true*cm:.1f} cm2/Vs")
print(f"Random-flight mobility: {mu_mc*cm:.1f} cm2/Vs")
print(f"Matthiessen mobility: {mu_M*cm:.1f} cm2/Vs")
print(f"Overestimate: {main_ratio:.3f} (ratio)")
print(f"False extracted impurity mobility: {mu_I_false*cm:.0f} cm2/Vs")
print(f"Matthiessen impurity share: {100*mu_M/mu_I:.1f} %")
for energy in (0.5, 1.5, 4.0):
    share = X2 / (energy**2 + X2)
    print(f"Impurity share at {energy:.1f} kT: {100*share:.1f} %")
print(f"Sheet resistance, true: {sheet_true/1000:.2f} kohm/square")
print(f"Sheet resistance, Matthiessen: {sheet_M/1000:.2f} kohm/square")
for r in table_ratios:
    print(f"muL/muI {r:g}: overestimate {closed_overestimate(r):.3f} (ratio)")
print(f"Largest overestimate: {peak_error:.3f} at muL/muI {peak_ratio:.3f}")
print(f"Acoustic + constant time, equal mobility: {neutral_error:.3f} (ratio)")
print(f"Two groups, times 1000:1: {two_group:.1f} (ratio)")
print(f"Weak-impurity loss/X^2 at X={small_X:g}: {loss:.3f} (no unit)")
print(f"Matthiessen weak loss/X^2: {1/6:.3f} (no unit)")
print(f"Fermi level from band edge: {eta:.2f} kT")
print(f"Fermi-statistics overestimate: {fermi_error:.3f} (ratio)")
print(f"Screening length: {screen_length*1e9:.1f} nm")
print(f"Relative permittivity: {permittivity/eps0:.1f} (no unit)")
print(f"Screened-impurity overestimate: {screen_error:.3f} (ratio)")
print(f"Intervalley energy: {phonon_energy*1000:.0f} meV")
print(f"Intervalley/acoustic coupling: {coupling_ratio:.1f} (no unit)")
print(f"Intervalley-model overestimate: {phonon_error:.3f} (ratio)")
print(f"Impurity time long/trans at 3 kT: {time_ratio:.2f} (ratio)")
print(f"Anisotropic-valley overestimate: {aniso_error:.3f} (ratio)")
print(f"Electron-electron mobility floor: {mu_floor*cm:.1f} cm2/Vs")
print(f"Mean free path: {mean_path*1e9:.1f} nm")
print(f"Diffuse-surface mobility loss: {100*(1-film):.1f} %")
print(f"Rough trap density: {trap_density/1e4:.1e} cm^-2")
print(f"Trap charge / sheet electrons: {100*trap_share:.1f} %")
print(f"Donor depth: {donor_depth*1000:.0f} meV; ionized: {100*ionized:.1f} %")
print(f"Field: {field/1e8:.4f} MV/cm; energy time: {energy_time*1e12:.1f} ps")
print(f"Electron heating: {heating:.2f} K")
print(f"True mobility at {T_hot:.0f} K: {hot_true*cm:.1f} cm2/Vs")
print(f"Overestimate at {T_hot:.0f} K: {hot_error:.3f} (ratio)")
print("no test failed")
```

Printed output:

```
Temperature: 300 K; kT: 25.85 meV
Electron density: 1.0e+17 cm^-3
Slab thickness: 90 nm
Masses long, trans: 0.92, 0.19 m0
Conductivity, valley mass: 0.258, 0.321 m0
Lattice mobility: 1400 cm2/Vs
Impurity mobility: 4000 cm2/Vs
Times a, b at E=kT: 273.3, 130.2 fs
X^2, X: 2.100, 1.449 (no unit)
Equal-rate energy: 37.5 meV
True mobility: 748.2 cm2/Vs
Random-flight mobility: 746.6 cm2/Vs
Matthiessen mobility: 1037.0 cm2/Vs
Overestimate: 1.386 (ratio)
False extracted impurity mobility: 1607 cm2/Vs
Matthiessen impurity share: 25.9 %
Impurity share at 0.5 kT: 89.4 %
Impurity share at 1.5 kT: 48.3 %
Impurity share at 4.0 kT: 11.6 %
Sheet resistance, true: 9.27 kohm/square
Sheet resistance, Matthiessen: 6.69 kohm/square
muL/muI 0.01: overestimate 1.063 (ratio)
muL/muI 0.1: overestimate 1.245 (ratio)
muL/muI 1: overestimate 1.419 (ratio)
muL/muI 10: overestimate 1.156 (ratio)
Largest overestimate: 1.424 at muL/muI 0.766
Acoustic + constant time, equal mobility: 1.035 (ratio)
Two groups, times 1000:1: 250.5 (ratio)
Weak-impurity loss/X^2 at X=0.001: 6.332 (no unit)
Matthiessen weak loss/X^2: 0.167 (no unit)
Fermi level from band edge: -5.61 kT
Fermi-statistics overestimate: 1.385 (ratio)
Screening length: 12.9 nm
Relative permittivity: 11.7 (no unit)
Screened-impurity overestimate: 1.314 (ratio)
Intervalley energy: 60 meV
Intervalley/acoustic coupling: 2.0 (no unit)
Intervalley-model overestimate: 1.544 (ratio)
Impurity time long/trans at 3 kT: 3.26 (ratio)
Anisotropic-valley overestimate: 1.427 (ratio)
Electron-electron mobility floor: 603.4 cm2/Vs
Mean free path: 32.3 nm
Diffuse-surface mobility loss: 14.1 %
Rough trap density: 1.0e+11 cm^-2
Trap charge / sheet electrons: 11.1 %
Donor depth: 45 meV; ionized: 96.2 %
Field: 0.0010 MV/cm; energy time: 0.3 ps
Electron heating: 1.74 K
True mobility at 350 K: 680.2 cm2/Vs
Overestimate at 350 K: 1.338 (ratio)
no test failed
```
